Mean and Variance of the Condon Band for a Displaced Oscillator, part 1

(Sections cited here and not found follow in the second part.)

## The mean and the variance of the band

When light lifts a chromophore from its ground electronic state to an excited one, and the two states differ in a single vibrational mode whose equilibrium position is displaced but whose frequency is unchanged, the absorption band has

mean = E₀₀ + S w

variance = S w² coth(w/2kT).

Here w = ħω is the vibrational quantum, S is the Huang-Rhys factor, which measures the displacement, E₀₀ is the energy of the transition between the two lowest vibrational levels, k is the Boltzmann constant and T is the temperature. The mean does not depend on T, while the variance grows with T. The statement holds for a transition dipole that does not depend on the vibrational coordinate (the Condon approximation), for ground-state vibrational levels in thermal equilibrium, and for parameters E₀₀, S and w that do not themselves change with temperature.

The word "band" needs a definition, because a measured absorption coefficient is not quite the quantity to which the result applies. In weak light, first-order perturbation theory gives a transition rate proportional to the squared matrix element of the dipole. Each transition removes the energy E of one photon from the beam, so the absorption coefficient is proportional to E times the density of squared matrix elements. The band F(E) is this density without the factor E. It is obtained from a measured absorption coefficient by dividing by the photon energy and normalizing the area to one. The refractive index is taken as constant across the band, and thermal population of the excited electronic state is neglected, which requires a transition energy far above kT.

Let q be the vibrational coordinate measured from the ground-state equilibrium, P its momentum and M its effective mass. The vibrational Hamiltonian of the ground state is

H_g = P²/2M + Mω²q²/2.

It is convenient to measure q in units of the oscillator length √(ħ/Mω) and P in units of √(Mħω):

x = q √(Mω/ħ),  p = P/√(Mħω),  [x, p] = i.

Substituting P² = Mħω p² gives P²/2M = w p²/2, and substituting q² = (ħ/Mω) x² gives Mω²q²/2 = w x²/2. Therefore

H_g = w (p² + x²)/2.

The excited well has the same curvature and its minimum at q = d. With Δ = d √(Mω/ħ),

H_e = E₀₀ + w [p² + (x − Δ)²]/2.

The eigenvalues of H_g are E_m = w(m + ½), with states |m⟩, and those of H_e are E_n = E₀₀ + w(n + ½), with states |n⟩; the letter m labels ground levels throughout, and n labels excited ones. The two zero-point energies are equal, so the transition from m = 0 to n = 0 has energy E₀₀, as its definition requires. The Huang-Rhys factor is

S = Δ²/2 = Mωd²/2ħ,  so that Δ = √(2S).

Its meaning follows from the potential energy of the excited well at the ground-state geometry x = 0. Measured from the minimum of that well, this energy is wΔ²/2 = S w. It is called the reorganization energy, and S counts it in vibrational quanta. Reversing the signs of x and p leaves H_g unchanged and turns Δ into −Δ in H_e, so a displacement of either sign gives the same band; Δ is taken as positive here.

In the Condon approximation the electronic dipole is a constant that comes out of every matrix element. What remains of each line is its Franck-Condon factor |⟨n|m⟩|², and the band is

F(E) = Σ_m P_m Σ_n |⟨n|m⟩|² δ(E − E_n + E_m),

where P_m is the thermal population of level m. The area is one, because the excited levels form a complete set, so that Σ_n |⟨n|m⟩|² = ⟨m|m⟩ = 1, and because the populations sum to one.

The first moment of the band is found by multiplying by E and integrating, which replaces E by the line energy E_n − E_m:

M₁ = Σ_m P_m Σ_n ⟨m|n⟩ (E_n − E_m) ⟨n|m⟩.

Since H_e|n⟩ = E_n|n⟩, the sum over n is the spectral form of an operator, Σ_n |n⟩(E_n − E_m)⟨n| = H_e − E_m. Hence

M₁ = Σ_m P_m ⟨m|(H_e − E_m)|m⟩.

The same replacement works for the second moment, because the square of an operator has the squares of its eigenvalues:

M₂ = Σ_m P_m ⟨m|(H_e − E_m)²|m⟩.

No individual Franck-Condon factor is now needed. The number E_m can be traded for the operator H_g when it stands next to the state |m⟩, since H_g|m⟩ = E_m|m⟩. With the gap operator U = H_e − H_g,

(H_e − E_m)|m⟩ = (H_e − H_g)|m⟩ = U|m⟩.

The first moment becomes Σ_m P_m ⟨m|U|m⟩. In the second moment one factor H_e − E_m acts to the right and gives U|m⟩; the other is Hermitian, acts to the left and gives ⟨m|U. Therefore

M₁ = ⟨U⟩,  M₂ = ⟨U²⟩,

where angle brackets without state labels mean the thermal average over the ground levels. These two relations hold although U and H_g do not commute. At third order a factor H_e − E_m remains in the middle, next to neither outer state, and the simple replacement is no longer available. The band therefore shares its first two moments with the distribution of the gap U over ground-state positions, but that argument does not make the two distributions equal.

For the displaced wells the kinetic energies cancel in U, and so do the terms in x²:

U = E₀₀ + (w/2)[(x − Δ)² − x²]

 = E₀₀ + (w/2)(Δ² − 2Δx)

 = E₀₀ + S w − wΔ x.

The first two terms form the vertical energy, E_v = E₀₀ + S w, which is the separation of the two potential curves at x = 0. The last term says that the gap shrinks as the nuclei move toward the excited minimum. Its linearity is a consequence of equal frequencies, and both parts of the result depend on it.

The averages of x and x² are needed next. Write the ladder operator of the ground well as a = (x + ip)/√2, with a|m⟩ = √m |m−1⟩ and a†|m⟩ = √(m+1) |m+1⟩. Adding a and a† gives x = (a + a†)/√2. Each term changes m by one, so

⟨m|x|m⟩ = 0.

For the square,

x² = (a² + a†² + a a† + a†a)/2.

The first two terms change m by two and have no diagonal element. The third gives m + 1 and the fourth gives m. Hence

⟨m|x²|m⟩ = (2m + 1)/2.

The lines that start from level m thus have the mean E_v, whatever m is. Their variance is

w²Δ² (2m + 1)/2 = S w² (2m + 1),

because Δ² = 2S. All the starting levels share one mean, so the variance of the whole band is the population average of these separate variances, with no extra contribution from differences between the means.

The energy of a line is E₀₀ + w(n − m). A mean of E₀₀ + S w therefore says that a molecule starting in level m arrives on average in level n = m + S. Heating does open transitions with n < m, which lie below E₀₀, but from each starting level the lines above E₀₀ outweigh them when each strength is multiplied by the distance of the line from E₀₀, by just enough to keep the mean at E₀₀ + S w. This holds level by level, so no change of populations can disturb the mean.

Two starting levels can be worked out line by line to show this. The ladder operator of the excited well is built from x − Δ in place of x, which gives

b = a − Δ/√2 = a − √S.

Since a|m=0⟩ = 0, it follows that b|m=0⟩ = −√S |m=0⟩. Taking the overlap with ⟨n|, and using ⟨n|b = √(n+1) ⟨n+1|, gives

√(n+1) ⟨n+1|m=0⟩ = −√S ⟨n|m=0⟩.

Repeated use of this recursion from n = 0 upward gives squared overlaps proportional to Sⁿ/n!, and the requirement that they sum to one fixes the prefactor:

|⟨n|m=0⟩|² = e^(−S) Sⁿ/n!.

This is a Poisson distribution. Its average of n(n−1)…(n−j+1), a product of j factors, is Sʲ, because the product cancels the first j factors of n! and leaves the full exponential series multiplied by Sʲ. So ⟨n⟩ = S and ⟨n²⟩ = S² + S, and the variance of n is S. In energy, the mean lies S w above E₀₀ and the variance is S w², as the general formula requires for m = 0.

For m = 1, use |m=1⟩ = a†|m=0⟩ and a† = b† + √S. Because ⟨n|b† = √n ⟨n−1|,

⟨n|m=1⟩ = √n ⟨n−1|m=0⟩ + √S ⟨n|m=0⟩.

The recursion gives ⟨n−1|m=0⟩ = −√(n/S) ⟨n|m=0⟩. Inserting it,

⟨n|m=1⟩ = −[(n − S)/√S] ⟨n|m=0⟩.

The strengths are therefore the Poisson weights multiplied by (n − S)²/S. This factor suppresses the lines near n = S and favours those on both sides, which is how the band from a hot level becomes broader. With y = n − S, the Poisson averages obtained from the products above are ⟨y²⟩ = S, ⟨y³⟩ = S and ⟨y⁴⟩ = 3S² + S. The mean final level is then

⟨(S + y) y²⟩/S = (S² + S)/S = S + 1,

which is m + S for m = 1. The variance about it is

⟨(y − 1)² y²⟩/S = (3S² + S − 2S + S)/S = 3S,

which is S(2m + 1) for m = 1.

There remains the thermal average of 2m + 1. With z = e^(−w/kT), the normalized Boltzmann populations are P_m = (1 − z) zᵐ, since the geometric series Σ zᵐ equals 1/(1 − z). Differentiating that series with respect to z and multiplying by z gives Σ m zᵐ = z/(1 − z)². The mean occupation is

n̄ = Σ_m m P_m = z/(1 − z),

and so

⟨2m + 1⟩ = 2n̄ + 1 = (1 + z)/(1 − z).

Multiplying numerator and denominator by e^(w/2kT) gives

(e^(w/2kT) + e^(−w/2kT))/(e^(w/2kT) − e^(−w/2kT)) = coth(w/2kT).

Inserting this average in S w² (2m + 1) completes the derivation:

variance = S w² coth(w/2kT).

Equivalently, ⟨x²⟩ = ½ coth(w/2kT), and the width of the band is the slope of the gap, wΔ, multiplied by the root-mean-square spread of the ground-state coordinate.

When kT is far below w, coth(w/2kT) tends to one and the variance tends to S w². This residual width comes from the zero-point spread of x, and cooling cannot remove it. When kT is far above w, put u = w/2kT and expand:

coth u = (1 + u²/2 + …)/[u(1 + u²/6 + …)] = (1/u)(1 + u²/3 + …).

This gives

variance = 2 S w kT [1 + (w/kT)²/12 + …].

The leading term is the classical result. Equipartition sets w⟨x²⟩/2 = kT/2, hence ⟨x²⟩ = kT/w, and multiplying by the squared slope 2S w² gives 2S w kT. In this limit the width depends on the reorganization energy S w and no longer on S and w separately.

The two moments together carry information that neither has alone. Their ratio, with the mean measured from E₀₀, is

variance/(mean − E₀₀) = w coth(w/2kT).

For a single mode in the cold limit, with no other source of broadening, this ratio is the vibrational quantum itself. For several modes it becomes an average, with consequences treated in the second half.

For a single displaced mode of unchanged frequency, the mean of the band is independent of temperature, while its variance grows with temperature from a zero-point value. What remains is the asymmetry of the band and the position of its peak, a worked example for a resist chromophore, and the effects that appear when the model's assumptions fail.
